# The Molecule–Metal C3 Coefficient from One Oscillator and One Surface Plasmon

A silane molecule approaching a clean metal film feels an attraction before its electrons overlap those of the metal. It has no permanent dipole and no charge, yet its fluctuating dipole polarizes the metal, and the metal's fluctuating surface charge polarizes the molecule. At a height $z$ the resulting energy is $U=-C_3/z^3$. How does $C_3$ depend on the molecule and on the metal, and how close to the surface can the law be trusted?

## The reaction field of the metal

Let the metal fill the half-space $Z<0$, with a local dielectric function $\varepsilon(\omega)$, and let a point dipole $\mathbf p$ sit at height $z$ in vacuum. We assume that $z$ is large compared with the molecule and small compared with $c/\omega$ at the frequencies that matter, so that electrostatics applies at each frequency.

A surface point $(x,y,0)$ lies at distance $R=\sqrt{\rho^2+z^2}$ from the dipole, where $\rho^2=x^2+y^2$. The normal component of the bare dipole field there is

$$E_n=\frac{1}{4\pi\varepsilon_0}\left[p_z\left(\frac{3z^2}{R^5}-\frac1{R^3}\right)-\frac{3z(p_xx+p_yy)}{R^5}\right].\tag{1}$$

Since $\varepsilon$ is uniform inside the metal, the induced charge lies on the surface. Its density $\sigma$ adds $+\sigma/2\varepsilon_0$ to the normal field just above the surface and $-\sigma/2\varepsilon_0$ just below. Continuity of the normal displacement requires

$$E_n+\frac{\sigma}{2\varepsilon_0}=\varepsilon\left(E_n-\frac{\sigma}{2\varepsilon_0}\right)
\;\Rightarrow\;\sigma=2\varepsilon_0\,g\,E_n,\qquad g=\frac{\varepsilon-1}{\varepsilon+1}.\tag{2}$$

This charge acts back on the dipole. The vector from the surface point to the dipole is $(-x,-y,z)$. For a normal dipole, with $dA=2\pi\rho\,d\rho$ and $\rho\,d\rho=R\,dR$,

$$E_z=\frac{g\,p_z}{4\pi\varepsilon_0}\,z\int_z^\infty\left(\frac{3z^2}{R^7}-\frac1{R^5}\right)dR
=\frac{g\,p_z}{4\pi\varepsilon_0}\,z\left(\frac1{2z^4}-\frac1{4z^4}\right)=\frac{g\,p_z}{16\pi\varepsilon_0z^3}.\tag{3}$$

For a parallel dipole the angular integral of $x^2$ gives $\pi\rho^2$, and $\rho^2=R^2-z^2$:

$$E_x=\frac{g\,p_x}{4\pi\varepsilon_0}\,\frac{3z}{2}\int_z^\infty\frac{R^2-z^2}{R^7}\,dR
=\frac{g\,p_x}{4\pi\varepsilon_0}\,\frac{3z}{2}\left(\frac1{4z^4}-\frac1{6z^4}\right)=\frac{g\,p_x}{32\pi\varepsilon_0z^3}.\tag{4}$$

The mixed components vanish by symmetry. Writing $E_j=G_jp_j$, we have $G_x=G_y=G_z/2$ and

$$\sum_jG_j=\frac{g}{8\pi\varepsilon_0z^3}.\tag{5}$$

## From coupled modes to the Lifshitz integral

A free oscillation of the coupled system satisfies $p_j=\alpha G_jp_j$, where $\alpha(\omega)$ is the isotropic polarizability. Its frequencies are the zeros of $D_j(\omega)=1-\alpha(\omega)G_j(\omega)$. For lossless response the poles $\nu_n$ of $D_j$ are the uncoupled frequencies. Because $D_j\to1$ at high frequency, there are as many zeros $\Omega_n$ as poles:

$$D_j(i\xi)=\prod_n\frac{\xi^2+\Omega_n^2}{\xi^2+\nu_n^2}.\tag{6}$$

The integral $\int_0^\infty\ln[(\xi^2+\Omega^2)/(\xi^2+\nu^2)]\,d\xi$ vanishes at $\Omega=\nu$, and its derivative with respect to $\Omega$ is $\int_0^\infty2\Omega\,d\xi/(\xi^2+\Omega^2)=\pi$. It therefore equals $\pi(\Omega-\nu)$. The change of zero-point energy is then

$$U=\sum_j\sum_n\frac{\hbar}{2}(\Omega_n-\nu_n)=\frac{\hbar}{2\pi}\sum_j\int_0^\infty\ln\left[1-\alpha(i\xi)G_j(i\xi)\right]d\xi.\tag{7}$$

At distances where $\alpha G_j\ll1$, the logarithm is $-\alpha G_j$ to leading order. With (5) this gives the non-retarded Lifshitz integral

$$U=-\frac{C_3}{z^3},\qquad C_3=\frac{\hbar}{16\pi^2\varepsilon_0}\int_0^\infty\alpha(i\xi)\,g(i\xi)\,d\xi.\tag{8}$$

## One oscillator, one surface plasmon

Let the molecule respond at a single frequency, and let the metal be a lossless gas of free electrons with density $n$:

$$\alpha(\omega)=\frac{\alpha_0\omega_0^2}{\omega_0^2-\omega^2},\qquad
\varepsilon(\omega)=1-\frac{\omega_p^2}{\omega^2},\qquad\omega_p^2=\frac{ne^2}{\varepsilon_0m}.\tag{9}$$

At $\omega=i\xi$ the dielectric function is $1+\omega_p^2/\xi^2$, hence

$$g(i\xi)=\frac{\omega_p^2/\xi^2}{2+\omega_p^2/\xi^2}=\frac{\omega_s^2}{\omega_s^2+\xi^2},\qquad\omega_s=\frac{\omega_p}{\sqrt2}.\tag{10}$$

The frequency $\omega_s$ is that of the surface plasmon: there $\varepsilon=-1$, and by (2) a surface charge can persist without an applied field. In this model every surface plasmon has this frequency, whatever its wavelength.

The integral in (8) separates by partial fractions. For $\omega_0\ne\omega_s$,

$$\frac{1}{(\omega_0^2+\xi^2)(\omega_s^2+\xi^2)}=\frac{1}{\omega_0^2-\omega_s^2}\left[\frac1{\omega_s^2+\xi^2}-\frac1{\omega_0^2+\xi^2}\right].\tag{11}$$

Each term is integrated with $\int_0^\infty d\xi/(a^2+\xi^2)=\pi/2a$:

$$\int_0^\infty\frac{\omega_0^2\omega_s^2\,d\xi}{(\omega_0^2+\xi^2)(\omega_s^2+\xi^2)}
=\frac{\pi}{2}\,\frac{\omega_0^2\omega_s^2}{\omega_0^2-\omega_s^2}\,\frac{\omega_0-\omega_s}{\omega_0\omega_s}
=\frac{\pi}{2}\,\frac{\omega_0\omega_s}{\omega_0+\omega_s}.\tag{12}$$

The case $\omega_0=\omega_s$ follows by continuity. Multiplying (12) by $\hbar\alpha_0/16\pi^2\varepsilon_0$ gives

$$C_3=\frac{\hbar\,\alpha_0\,\omega_0\omega_s}{32\pi\varepsilon_0(\omega_0+\omega_s)}.\tag{13}$$

In atomic units $\hbar=4\pi\varepsilon_0=1$, so $32\pi\varepsilon_0=8$ and

$$C_3=\frac{\alpha_0\,\omega_0\,\omega_s}{8(\omega_0+\omega_s)}.\tag{14}$$

## The same result from two coupled modes

The model can also be solved without expanding the logarithm. Define $s_x=s_y=s=\alpha_0/(32\pi\varepsilon_0z^3)$ and $s_z=2s$. The condition $D_j=0$ becomes

$$(\omega_0^2-\omega^2)(\omega_s^2-\omega^2)=s_j\,\omega_0^2\omega_s^2.\tag{15}$$

This is a quadratic in $\omega^2$. Its roots have the sum $\omega_0^2+\omega_s^2$ and the product $\omega_0^2\omega_s^2(1-s_j)$, so that

$$\omega_++\omega_-=\sqrt{\omega_0^2+\omega_s^2+2\omega_0\omega_s\sqrt{1-s_j}}.\tag{16}$$

With $\sqrt{1-s_j}\approx1-s_j/2$, the quantity under the outer root is $(\omega_0+\omega_s)^2-\omega_0\omega_ss_j$. The sum of frequencies thus falls by $\omega_0\omega_ss_j/[2(\omega_0+\omega_s)]$. Multiplying by $\hbar/2$ and using $\sum_js_j=4s$,

$$U\approx-\frac{\hbar\,\omega_0\omega_s}{\omega_0+\omega_s}\,s,\tag{17}$$

which is (13) again. One mode rises and the other falls; the attraction is the net lowering of their zero-point energy.

The next order measures the error of the expansion. Put $S=\omega_0+\omega_s$ and $P=\omega_0\omega_s$. Expanding both roots in (16) to second order gives the lowering

$$\frac{P}{2S}\left[s_j+\frac{s_j^2}{4}\left(1+\frac{P}{S^2}\right)\right].\tag{18}$$

Since $\sum_js_j^2/\sum_js_j=6s^2/4s=3s/2$, the relative increase of the attraction is $(3s/8)(1+P/S^2)$. The closed form fails altogether at $s_z=1$, where one frequency reaches zero. The point-dipole picture has lost its meaning before that, as the example shows.

## Limits and additivity

When $\omega_s\gg\omega_0$ the metal follows the molecule without delay, and $C_3\to\hbar\alpha_0\omega_0/(32\pi\varepsilon_0)$. This is the image energy of the molecule's own fluctuations. An oscillator of charge $q$ and mass $\mu$ has $\alpha_0=q^2/\mu\omega_0^2$ and $\langle x^2\rangle=\hbar/2\mu\omega_0$, hence $\langle p_j^2\rangle=\hbar\alpha_0\omega_0/2$. The energy of a dipole in the field it induces is $-\tfrac12\sum_jG_j\langle p_j^2\rangle$, and (5) with $g=1$ gives the stated limit.

When $\omega_s\ll\omega_0$ the roles are exchanged: $C_3\to\hbar\alpha_0\omega_s/(32\pi\varepsilon_0)$. The molecule now follows the fluctuations of the plasmon with its static polarizability. Between the limits, a real plasmon frequency reduces the ideal-mirror value by the factor $\omega_s/(\omega_0+\omega_s)$.

Equation (8) is linear in $\alpha$. A molecule with many transitions, $\alpha(i\xi)=\sum_n\alpha_n\omega_n^2/(\omega_n^2+\xi^2)$, therefore has

$$C_3=\frac{\hbar}{32\pi\varepsilon_0}\sum_n\frac{\alpha_n\omega_n\omega_s}{\omega_n+\omega_s}.\tag{19}$$

This sum shows what is lost when one frequency stands for the whole spectrum.

## Choosing the oscillator frequency

The value of $\omega_0$ can be fixed without reference to the metal, through the attraction between two molecules at distance $R$. In atomic units their dipoles couple through $T_j=-1/R^3,-1/R^3,2/R^3$, so the mode condition is $1-\alpha^2T_j^2=0$. The argument leading to (7) gives, to leading order,

$$U=-\frac1{2\pi}\sum_jT_j^2\int_0^\infty\alpha^2(i\xi)\,d\xi=-\frac{C_6}{R^6},\qquad C_6=\frac3\pi\int_0^\infty\alpha^2(i\xi)\,d\xi.\tag{20}$$

For one oscillator, $\xi=\omega_0\tan\theta$ turns the integral into $\alpha_0^2\omega_0\int_0^{\pi/2}\cos^2\theta\,d\theta=\pi\alpha_0^2\omega_0/4$. Requiring the oscillator to reproduce the integral over the full spectrum gives

$$\omega_0=\frac{4}{\pi\alpha_0^2}\int_0^\infty\alpha^2(i\xi)\,d\xi,\qquad C_6=\tfrac34\alpha_0^2\omega_0.\tag{21}$$

## Silane above a free-electron metal

Time-dependent Hartree–Fock theory in the aug-cc-pVDZ basis, with Si–H bonds of 0.148 nm in a regular tetrahedron, gives $\alpha_0=29.93$ a.u. Energies in a finite static field give 29.94 a.u. Electron correlation, which raises $\alpha_0$ by about 3 % in second-order perturbation theory, and vibrational polarizability are left out. In the larger aug-cc-pVTZ basis $\alpha_0$ is 0.6 % lower, and the $C_3$ found below is 0.7 % lower. Equation (21) yields $\hbar\omega_0=12.87$ eV. This is an average over the spectrum, not an excitation energy: the lowest transition carrying more than a thousandth of $\alpha_0$ lies at 9.83 eV. Both energies change by less than 0.03 eV in the larger basis.

For the metal we take $n=1.8\times10^{29}$ m$^{-3}$, roughly the valence density of aluminium. Then $\hbar\omega_p=15.75$ eV and $\hbar\omega_s=11.14$ eV. With $\omega_0=0.4729$ and $\omega_s=0.4094$ in atomic units,

$$C_3=\frac{29.93\times0.4729\times0.4094}{8\times0.8823}=0.821\ \text{a.u.}=3.31\ \text{meV nm}^3.\tag{22}$$

The energy is $-3.31/0.125=-26.5$ meV at 0.5 nm, $-9.7$ meV at 0.7 nm and $-3.3$ meV at 1.0 nm.

With the same metal, the full computed spectrum gives 0.820 a.u., so the single oscillator is 0.1 % too high relative to that spectrum. Part of this agreement comes from the choice of $\omega_0$. If $g(i\xi)$ equalled $\alpha(i\xi)/\alpha_0$, the integral in (8) would be proportional to the one fitted in (21), and the agreement would be automatic. Here $\omega_s/\omega_0=0.87$, which is near that case. An ideal mirror weights all frequencies equally, and there the single oscillator gives 1.77 a.u. against 1.84 a.u., which is 4 % too low (6 % in the aug-cc-pVTZ basis).

## How far the number can be trusted

The following changes refer to $-C_3/z^3$ at 0.5 nm, with the molecular parameters held fixed.

**Higher orders.** With $s_z=0.0089$, $s=0.0044$ and $P/S^2=0.249$, the estimate after (18) is $0.375\times0.0044\times1.249=0.0021$. The closed form (16) also gives 0.21 %. The breakdown $s_z=1$ would occur at $z=(0.004436/4)^{1/3}=0.10$ nm, which is less than the Si–H bond length.

**Retardation.** The field travels a distance $2z$, which costs a phase of about $2z\omega_0/c$. With $\hbar c=197$ eV nm this is 0.07 at 0.5 nm and 1.3 at 10 nm. Using the Fresnel reflection coefficients of both polarizations at finite light speed weakens the attraction by 0.16 % and 16 % respectively.

**Damping.** Equation (8) was derived for lossless response, but a lossy metal responds like a dense set of lossless modes, each of which enters the mode sum (7), so (8) still applies. A loss rate $\Gamma$ changes the metal to $\varepsilon(i\xi)=1+\omega_p^2/[\xi(\xi+\Gamma)]$, and (10) becomes $g=\omega_s^2/(\omega_s^2+\xi^2+\Gamma\xi)$. The larger denominator lowers $C_3$. For an assumed $\hbar\Gamma=1$ eV the loss is 2.8 %.

**Temperature.** At temperature $T$ each mode contributes the free energy $k_BT\ln[2\sinh(\hbar\omega/2k_BT)]$. The product formula $\sinh x=x\prod_{n\ge1}(1+x^2/\pi^2n^2)$ turns the integral into a sum over $\xi_n=2\pi nk_BT/\hbar$, with half weight at $n=0$. At 700 K the spacing is $2\pi\times0.0603=0.38$ eV, small against 11 eV, and for the lossless metal the sum agrees with the integral to better than one part in $10^8$; with $\hbar\Gamma=1$ eV the difference is about one part in $10^5$. This concerns the electronic response in the model.

**Reference plane.** A real metal has no sharp edge, and the model does not say from which plane $z$ is to be counted. If that plane lies 0.05 nm further out than assumed, the attraction grows by $(0.5/0.45)^3-1=37$ %. For this assumed shift and a clean metal, it is the largest of the effects in this section, and larger than the multipole corrections of the next.

## Orientation of the molecule

To dipole order a tetrahedral molecule has no preferred orientation. The next terms follow from the image potential. In atomic units, a unit charge at $\mathbf r'$ induces at $\mathbf r$ the potential

$$-g\int_0^\infty dk\,\left\langle e^{i\mathbf k\cdot(\boldsymbol\rho-\boldsymbol\rho')}\right\rangle_\varphi e^{-k(Z+Z')},\tag{23}$$

where $\varphi$ is the direction of $\mathbf k$ in the surface plane. Measured from the molecule's centre, each wave acts on an electron as $e^{-kz}e^{kq}$ with $q=i(x\cos\varphi+y\sin\varphi)-Z$. The term linear in $q$ is the dipole. Every further power of $k$ brings a further $1/z$, because

$$\int_0^\infty k^me^{-2kz}dk=\frac{m!}{(2z)^{m+1}}.\tag{24}$$

Hence $U=-(C_3/z^3+C_4/z^4+C_5/z^5+\dots)$. Here $C_4$ couples dipole and second moment, while $C_5$ contains second moment with second moment and dipole with third moment. Inverting the molecule reverses $C_4$, which is odd in the coordinates, and leaves $C_5$ unchanged.

At 0.5 nm the full spectrum gives $-26.5$ meV from $C_3$ and $-3.7$ meV from $C_5$, an addition of 14 %. The $C_4$ term is $+0.45$ meV with three hydrogens towards the metal and $-0.45$ meV with one. In the aug-cc-pVTZ basis the $C_5$ term is about 4 % larger and the $C_4$ term about 4 % smaller. The sums through $C_5$ are $-29.7$ and $-30.6$ meV, which favours the single hydrogen at equal height of the silicon atom. Their difference of 0.9 meV is not converged. The next odd term, of order $z^{-6}$, has the same sign as the $C_4$ term and is about twice as large at this height; with the higher multipoles included, the preference is about 3 meV. The slope of the leading term is $3\times26.5/0.5=159$ meV/nm, so a height difference of about 0.02 nm outweighs even this. The adsorption geometry therefore depends on how closely each orientation can approach, which is decided by short-range repulsion and bonding outside this model.

## Coverage and the real surface

In a layer the molecules also attract one another. From (21), $C_6=318$ a.u.; in the aug-cc-pVTZ basis it is about 1.4 % lower, and the lateral energies below scale with it. A square layer with spacing $a=0.5$ nm $=9.449$ a.u. holds 4 molecules per nm$^2$. The sum of $(a/R)^6$ over all neighbours is 4.659, and half of each pair energy belongs to each molecule:

$$U_{\rm lat}=-\frac12\,\frac{318\times4.659}{9.449^6}=-1.04\times10^{-3}\ \text{a.u.}=-28.3\ \text{meV}.\tag{25}$$

This dipole term alone is as large as the attraction to the metal at the same distance. It is a bare value, without repulsion and without the change that the metal makes to the interaction between neighbours. It also omits the higher multipoles, which at this spacing are at least comparable with the dipole term, so it gives only the order of magnitude. For a uniform square layer $a^{-6}$ grows as the cube of the coverage, so at 2 molecules per nm$^2$ this dipole term is an eighth, 3.5 meV in size. A single-molecule $C_3$ thus describes the dilute layer; near full coverage the lateral terms must be added.

Silane is a precursor for silicon deposition, and 700 K is a rough process temperature, at which $k_BT=60$ meV. The long-range attraction at 0.5 nm, about 30 meV with the $C_4$ and $C_5$ terms, is about half of this. It is not an adsorption energy, since repulsion and chemical bonding are absent. The free-electron form suits a clean simple metal such as aluminium; in metals whose d electrons absorb near $\omega_s$, $g$ has more than one pole, and (8) must be evaluated with their own $\varepsilon(i\xi)$. An aluminium surface exposed to air breaks a more basic assumption, for it carries an oxide a few nanometres thick. If the film is 2 nm thick and the molecule stands 0.5 nm above it, the metal is 2.5 nm away. Treating the film as empty space, its share falls by $5^3=125$, to 0.2 meV. The attraction then comes mainly from the oxide, whose dielectric function has to replace that of the metal in (8).

The computed values are collected in the numerical output that follows.

## Table of computed values

```
Si-H bond length: 0.148 nm
silane alpha0, response: 29.933 a.u.
silane alpha0, finite field: 29.936 a.u.
alpha0/(4 pi eps0): 0.004436 nm^3
lowest dipole-allowed transition: 9.83 eV
oscillator energy hbar w0: 12.869 eV = 0.47292 a.u.
metal electron density: 1.80e+29 m^-3
bulk plasmon hbar wp: 15.754 eV
surface plasmon hbar ws: 11.140 eV = 0.40938 a.u.
reaction field factors (parallel, normal): 0.125000, 0.250000
C3 one oscillator: 0.8210 a.u.
C3 one oscillator: 3.3107 meV nm^3
C3 one oscillator, SI: 5.3043e-49 J m^3
C3 full spectrum: 0.8202 a.u.
one oscillator against full spectrum: +0.10 %
C3 ideal mirror, one oscillator: 1.7695 a.u.
C3 ideal mirror, full spectrum: 1.8443 a.u.
one oscillator against full, mirror: -4.05 %
U = -C3/z^3 at z = 0.5 nm: -26.485 meV
U = -C3/z^3 at z = 0.7 nm: -9.652 meV
U = -C3/z^3 at z = 1.0 nm: -3.311 meV
NEGLECTED EFFECTS at z = 0.5 nm, relative to -C3/z^3
normal coupling strength: 0.00887
higher orders in coupling: +0.209 %
retardation: -0.164 %
retardation at 10 nm: -16.42 %
damping hbar Gamma = 1.0 eV: -2.82 %
temperature 700 K, size below 1e-8: True
plane moved out by 0.05 nm: +37.2 %
MULTIPOLES from the full spectrum at the same z
C3 term: -26.458 meV
C4 term, three H to metal: +0.451 meV
C4 term, one H to metal: -0.451 meV
C5 term, three H to metal: -3.730 meV
C5 term, one H to metal: -3.730 meV
sum, three H to metal: -29.738 meV
sum, one H to metal: -30.639 meV
COVERAGE: square layer, bare lateral attraction
C6 of two silanes: 317.8 a.u.
spacing: 0.50 nm, lattice sum: 4.6589
coverage: 4.00 molecules per nm^2
lateral energy per molecule: -28.311 meV
thermal energy kT at 700 K: 60.32 meV
```
